\section*{Exchange splitting and ideal intensity ratio of an s core level}

\section{Two lines from one s level}

Remove one 3s electron from a free Mn$^{2+}$ ion, keep every orbital frozen in its Hartree--Fock form, and two ionic energies result, 13.32 eV apart, although the 3s shell has no orbital degeneracy to lift. The line of lower binding energy has 1.4 times the area of the other. If the 3s, 3p and 3d electrons are then allowed to correlate, the two strongest lines are 4.45 eV apart and their area ratio is 2.13, yet the ratio summed over all lines is still 1.4000. The splitting and the ratio evidently rest on different foundations. The first is an exchange energy, the second a count of spin states.

\subsection{Setting and conventions}

The ion has a filled core shell $s^2$ and an open valence shell $l^N$ in a term of spin $S>0$ and projection $M$. Photoemission leaves $s^1l^N$. The ideal result assumes that

\begin{itemize}
\item the ion stays in this single configuration, with frozen orbitals;
\item spin--orbit coupling is negligible;
\item the photoelectron leaves fast enough that its interaction with the ion can be ignored (sudden approximation);
\item the dipole matrix element is independent of spin and equal for both lines.
\end{itemize}

Rydberg units are used in the formulas: $\hbar=1$, $e^2=2$, electron mass $1/2$. The electron repulsion is therefore $v=2/r_{12}$. Spins are in units of $\hbar$. The example is given in eV.

\subsection{The exchange integral}

Let $a^\dagger_{s\sigma}$ and $a^\dagger_{m\sigma}$ create an electron of spin $\sigma$ in the core orbital and in the valence orbital with magnetic quantum number $m$. The part of the repulsion that keeps one electron in $s$ and $N$ in the valence shell has a direct and an exchange term:
\begin{align}
H_{sv}={}&\sum_{mm'\sigma\sigma'}\langle sm|v|sm'\rangle\,
a^\dagger_{s\sigma}a^\dagger_{m\sigma'}a_{m'\sigma'}a_{s\sigma}\nonumber\\
&+\sum_{mm'\sigma\sigma'}\langle sm|v|m's\rangle\,
a^\dagger_{s\sigma}a^\dagger_{m\sigma'}a_{s\sigma'}a_{m'\sigma}.
\label{eq:hsv}
\end{align}
The factor $1/2$ of the general two-body operator has cancelled, because each term occurs twice with the electron labels interchanged.

In the direct term the s density is spherical, and so is its potential. Hence $\langle sm|v|sm'\rangle=F^0\delta_{mm'}$, and the term equals $NF^0$ in every state of $s^1l^N$. It cannot split the level.

For the exchange term, write the orbitals as $\phi_s=P_s(r)/(r\sqrt{4\pi})$ and $\phi_m=P_l(r)Y_{lm}/r$, and expand
\begin{equation}
\frac{2}{r_{12}}=2\sum_{kq}\frac{4\pi}{2k+1}\,
\frac{r_<^k}{r_>^{k+1}}\,Y^*_{kq}(\Omega_1)Y_{kq}(\Omega_2).
\label{eq:multipole}
\end{equation}
In $\langle sm|v|m's\rangle$ electron 1 carries $\phi_s^*\phi_{m'}$ and electron 2 carries $\phi_m^*\phi_s$. The angular integrals are
\begin{equation}
\int Y^*_{kq}Y_{lm'}\,d\Omega_1=\delta_{kl}\delta_{qm'},\qquad
\int Y^*_{lm}Y_{kq}\,d\Omega_2=\delta_{kl}\delta_{qm}.
\end{equation}
One multipole, $k=l$, survives. The two s functions supply $1/(4\pi)$, which cancels the $4\pi$ in Eq.~\eqref{eq:multipole}:
\begin{align}
\langle sm|v|m's\rangle&=K\delta_{mm'},\qquad K=\frac{G^l}{2l+1},
\label{eq:K}\\
G^l&=2\int_0^\infty\!\!\int_0^\infty P_s(r)P_l(r)\frac{r_<^l}{r_>^{l+1}}
P_s(r')P_l(r')\,dr\,dr'.
\label{eq:G}
\end{align}

The sign of $K$ decides the order of the lines. With $\rho=\phi_s^*\phi_m$ and Fourier transform $\tilde\rho(\mathbf q)$, and with $8\pi/q^2$ as the transform of $2/r$,
\begin{equation}
K=\iint\rho(\mathbf r)\frac{2}{|\mathbf r-\mathbf r'|}\rho^*(\mathbf r')\,d^3r\,d^3r'
=\int\frac{d^3q}{(2\pi)^3}\frac{8\pi}{q^2}|\tilde\rho(\mathbf q)|^2>0.
\label{eq:positive}
\end{equation}
$K$ is twice the electrostatic self-energy of the overlap density, so it is large when the two orbitals occupy the same region. The 3s and 3d orbitals do so, since they belong to the same principal shell.

\subsection{From exchange to a spin coupling}

Insert Eq.~\eqref{eq:K} in the second line of Eq.~\eqref{eq:hsv}. Since $a^\dagger_{m\sigma'}$ and $a_{s\sigma'}$ belong to different orbitals, interchanging them costs one minus sign:
\begin{equation}
H_{\rm ex}=-K\sum_{\sigma\sigma'}a^\dagger_{s\sigma}a_{s\sigma'}
\sum_m a^\dagger_{m\sigma'}a_{m\sigma}.
\label{eq:hexops}
\end{equation}
Let $n_\sigma$ and $N_\sigma$ count core and valence electrons of spin $\sigma$, and let $\mathbf s$ and $\mathbf S$ be the core and valence spin operators. With $n_\uparrow+n_\downarrow=1$, the terms with $\sigma=\sigma'$ are
\begin{equation}
n_\uparrow N_\uparrow+n_\downarrow N_\downarrow=\tfrac12N+2s_zS_z,
\end{equation}
because $n_{\uparrow,\downarrow}=\frac12\pm s_z$ and $N_{\uparrow,\downarrow}=\frac12N\pm S_z$. The terms with $\sigma\ne\sigma'$ are $s_+S_-+s_-S_+=2(s_xS_x+s_yS_y)$. Together,
\begin{equation}
H_{\rm ex}=-K\left(\frac N2+2\,\mathbf s\cdot\mathbf S\right).
\label{eq:hex}
\end{equation}
No property of the valence term has been used, so this is an identity within $s^1l^N$. It holds for terms of any spin, not just the maximal one. It contains the valence shell through $N$ and $\mathbf S$ alone and therefore commutes with the repulsion among the valence electrons: the valence term survives as a good label.

Equation~\eqref{eq:hex} was tested against the full two-electron interaction, restricted to $s^1d^N$, for seven terms with $N$ from 1 to 7, one of them a doublet of $d^3$, whose maximal spin is $3/2$. With the Mn orbitals held fixed, the largest deviation from the splitting derived next was $6\times10^{-9}$ eV.

\subsection{The splitting}

Let $S_f$ be the total spin of the ion after emission. Squaring $\mathbf S_f=\mathbf s+\mathbf S$ gives
\begin{equation}
2\,\mathbf s\cdot\mathbf S=S_f(S_f+1)-S(S+1)-\tfrac34.
\label{eq:dot}
\end{equation}
For the two possible values of $S_f$,
\begin{align}
S_f=S+\tfrac12:&\quad (S^2+2S+\tfrac34)-(S^2+S)-\tfrac34=S,\label{eq:high}\\
S_f=S-\tfrac12:&\quad (S^2-\tfrac14)-(S^2+S)-\tfrac34=-(S+1).\label{eq:low}
\end{align}
By Eq.~\eqref{eq:hex} the high-spin state moves by $-KS$ and the low-spin state by $+K(S+1)$, apart from the common term $-KN/2$. Hence
\begin{equation}
\Delta E=E(S-\tfrac12)-E(S+\tfrac12)=(2S+1)K.
\label{eq:split}
\end{equation}

Energy conservation, $h\nu+E_i=E_f+\varepsilon$, with photoelectron kinetic energy $\varepsilon$, makes the binding energy $h\nu-\varepsilon=E_f-E_i$. Both lines share $E_i$, so Eq.~\eqref{eq:split} is also their separation in binding energy. The high-spin line lies at lower binding energy and higher kinetic energy.

\subsection{The area ratio}

The emission operator is proportional to $\sum_\sigma c^\dagger_{\mathbf k\sigma}a_{s\sigma}$, where $c^\dagger_{\mathbf k\sigma}$ creates the photoelectron. Removing a spin-up electron from $s^2$ leaves a spin-down core electron, and the reverse. The two amplitudes have equal magnitude and lead to orthogonal photoelectron spins, so their probabilities add.

The operator $2\,\mathbf s\cdot\mathbf S$ has the two eigenvalues in Eqs.~\eqref{eq:high} and \eqref{eq:low}. The linear functions of it that equal 1 on one eigenvalue and 0 on the other are the projectors
\begin{equation}
\mathcal P_{\rm high}=\frac{S+1+2\,\mathbf s\cdot\mathbf S}{2S+1},\qquad
\mathcal P_{\rm low}=\frac{S-2\,\mathbf s\cdot\mathbf S}{2S+1}.
\label{eq:proj}
\end{equation}
The relative area of a line is the expectation value of its projector, summed over the two core spins. In that sum $\mathbf s\cdot\mathbf S$ drops out, because $\sum_\chi\langle\chi|\mathbf s|\chi\rangle=0$ for spin one-half. The constants are counted twice:
\begin{equation}
I_{\rm high}\propto\frac{2(S+1)}{2S+1},\qquad
I_{\rm low}\propto\frac{2S}{2S+1},\qquad
\frac{I_{\rm high}}{I_{\rm low}}=\frac{S+1}{S}.
\label{eq:ratio}
\end{equation}
This equals the ratio of multiplicities, $(2S+2)/(2S)$, but no average over $M$ was needed. A magnetized and an unmagnetized sample give the same ratio when the photoelectron spin is not resolved.

The areas and shifts are linked. Weighting the shifts $-KS$ and $K(S+1)$ by $S+1$ and $S$ gives zero, so exchange spreads the line about an unmoved centre of gravity, again apart from $-KN/2$.

\subsection{Limits and the spin-resolved case}

For $S=1/2$ the lines are a triplet and a singlet, with ratio 3 and splitting $2K$. As $S$ grows the ratio falls towards 1; it is $5/3$ for $S=3/2$ and $7/5$ for $S=5/2$. For $S=0$ the low-spin area in Eq.~\eqref{eq:ratio} vanishes and one line remains.

If the photoelectron spin is measured, $M$ matters. Take $M=S$, with valence spins up. Only the $z$ part of $2\,\mathbf s\cdot\mathbf S$ has a diagonal element, $\pm S$ for core spin up or down. Equation~\eqref{eq:proj} then gives these areas:
\begin{align}
\text{photoelectron down:}&\quad I_{\rm high}=1,\quad I_{\rm low}=0,\\
\text{photoelectron up:}&\quad I_{\rm high}=\frac1{2S+1},\quad I_{\rm low}=\frac{2S}{2S+1}.
\end{align}
The low-spin line consists entirely of photoelectrons with the majority valence spin. The high-spin line has polarization
\begin{equation}
\frac{1/(2S+1)-1}{1/(2S+1)+1}=-\frac{S}{S+1},
\end{equation}
which is $-5/7$ for $S=5/2$. Summed over both lines the polarization cancels, as it must for emission from a filled shell.

\subsection{Manganese 3s}

In Mn$^{2+}$ the valence shell is $3d^5$ with $S=5/2$. Restricted open-shell Hartree--Fock orbitals in the def2-TZVP basis give $G^2=11.102$ eV from the radial integral, Eq.~\eqref{eq:G}. Thus
\begin{align}
K&=\frac{11.102}{5}=2.220\ \text{eV}=0.163\ \text{Ry},\\
\Delta E&=6K=13.32\ \text{eV}=0.979\ \text{Ry}.
\end{align}
The high-spin line moves by $-2.5K=-5.55$ eV and the low-spin line by $+3.5K=7.77$ eV. The area ratio is $3.5/2.5=1.4$.

\subsection{Why the splitting fails and the sum survives}

The weakest assumption is the single configuration. The final state $3s^13p^63d^5$ has $L=0$ and the same parity as $3s^23p^43d^6$, in which one 3p electron has filled the 3s hole and another has moved to 3d. Spin and orbital symmetry decide whether they mix. For $S_f=3$ the second configuration needs $3p^4\,{}^3P$ and $3d^6\,{}^5D$, whose orbital momenta 1 and 2 cannot combine to zero. For $S_f=2$ it can use $3p^4\,{}^1D$ with $3d^6\,{}^5D$, and $2$ with $2$ does give $L=0$. The low-spin state can therefore mix with this configuration, and the high-spin state cannot.

Full configuration interaction among 3s, 3p and 3d, with the orbitals fixed, shows the size of the effect. The configuration $3s^23p^43d^6$ makes up 34\% of the main low-spin state and none of the high-spin one. The main low-spin line falls to 4.45 eV (0.327 Ry) above the high-spin line and keeps 0.657 of the low-spin area. The next strongest low-spin lines lie at 41.52 eV (share 0.146) and 21.67 eV (share 0.120). When $3s^23p^43d^6$ alone is removed from the calculation, the splitting returns to 13.37 eV. This configuration thus causes the reduction within this orbital space.

The summed ratio is protected. Suppose the initial state is $s^2$ times a state of all other electrons with total spin $S$. Just after emission the ion is a core spin coupled to that spin, and Eq.~\eqref{eq:ratio} gives its total weight in each $S_f$. If the final Hamiltonian conserves spin, its eigenstates of given $S_f$ are a complete set for that weight. Mixing can divide the weight among lines but cannot carry it from one $S_f$ to the other. The calculation also allows correlation before emission, which could deplete $s^2$ slightly; the summed ratio is nevertheless 1.4000 to the digits given. The main high-spin line keeps a share of 1.000, so the ratio of the strongest lines is $1.4/0.657=2.13$.

These numbers show the danger of inverting the ideal formulas. Reading 4.45 eV as $(2S+1)K$ with $K=2.220$ eV gives $S=0.50$. Reading 2.13 as $(S+1)/S$ gives $S=1/(2.13-1)=0.88$. The spin in the calculation is 2.5.

\subsection{Manganese oxide films and other corrections}

In a film of manganese(II) oxide the measured 3s splitting is roughly 6 eV. The ideal value is about twice that, and the correlated free-ion value is lower than it. The latter omits orbital relaxation, excitations outside 3s, 3p and 3d, and the solid, so it is not a prediction for the film. Of the corrections estimated in this section, the largest is the loss of the single configuration, which moves the free-ion splitting by nearly 9 eV.

Contraction of the orbitals around the core hole can be estimated by replacing the ion with Fe$^{3+}$, as if the hole were one extra nuclear charge. $K$ rises by 12\% to 2.488 eV and $6K$ to 14.93 eV, away from the measured value. This overstates the contraction, because a 3s electron screens the 3d electrons by less than one full charge.

Charge transfer from the oxygen ligands was sized in a model that mixes $3d^5$ with $3d^6$ plus a ligand hole. Its parameters are rough values for an oxide: a gap of 8 eV before emission, a core-hole attraction of 7 eV (taken to include the change in $-KN/2$ between $3d^5$ and $3d^6$) that lowers the gap to 1 eV, and a total hopping of 3 eV. With $K$ held at 2.220 eV and $3s^23p^43d^6$ left out, the strongest lines are 12.47 eV apart, with ratio 1.66. A high-spin satellite appears 6.36 eV above the main high-spin line in binding energy, with 0.084 of the high-spin area. The summed ratio is again 1.4000. These corrections were computed separately and should not simply be added.

The matrix elements are also not quite equal. At a kinetic energy of 1400 eV the ideal splitting is 0.95\% of $\varepsilon$. If cross-section times analyser transmission varies locally as $\varepsilon^{-p}$, the area ratio of two lines separated by $\Delta E$ is lowered by the fraction $p\,\Delta E/\varepsilon$: about $0.95p$\% for the ideal splitting and about $0.4p$\% for lines 6 eV apart. Temperature may change the populations of the initial $M$ levels, but Eq.~\eqref{eq:ratio} does not depend on them.

For a comparison of oxidation states, Eq.~\eqref{eq:split} at fixed $K$ predicts $4K=8.88$ eV for $3d^3$ against $6K=13.32$ eV for $3d^5$. Measured splittings should not be expected to follow this ratio. $K$ grows as the 3d shell contracts on oxidation, and correlation acts differently in the two ions. For $3d^3$ the high-spin state has $L=3$ and can mix directly with $3p^4\,{}^1D$ coupled to $3d^4\,{}^5D$, whereas the high-spin state of $3d^5$ has no such partner in $3s^23p^43d^6$. Reference samples of known valence and similar bonding are therefore needed. For the intensities, Eq.~\eqref{eq:ratio} applies to the background-corrected areas of all lines of each spin, including satellites, provided that the s shell is full before emission and the matrix elements are equal. An ordinary spectrum does not label its lines by spin, so their assignment has to come from elsewhere. Peak heights can stand in for areas if the lines have equal shapes and widths and do not overlap, but the satellites must still be included in the sum. The numerical output below lists the values used here.

\section*{Computed values}
\begin{verbatim}
Mn2+ 3d5, S = 5/2, ROHF/def2-TZVP, frozen orbitals
G2(3s,3d) by radial quadrature: 11.102 eV
K from two-electron integrals: 2.2204 eV = 0.1632 Ry
K from quadrature, G2/5: 2.2204 eV
ideal splitting 6K: 13.32 eV = 0.979 Ry
shift of high line -2K<s.S>: -5.55 eV
shift of low line -2K<s.S>: 7.77 eV
d^N terms tested: 7; worst splitting error: 6.0e-09 eV
S = 0.5: area ratio high/low = 3.0000
S = 1.0: area ratio high/low = 2.0000
S = 1.5: area ratio high/low = 1.6667
S = 2.0: area ratio high/low = 1.5000
S = 2.5: area ratio high/low = 1.4000
Spin-resolved areas for M = S = 5/2 (one core electron of each spin)
high line, majority photoelectrons: 0.1667
high line, minority photoelectrons: 1.0000
low line, majority photoelectrons: 0.8333
low line, minority photoelectrons: 0.0000
Configuration interaction in 3s 3p 3d
splitting of strongest lines: 4.45 eV = 0.327 Ry
area ratio of strongest lines: 2.13
area ratio summed over all lines: 1.4000
share of high-spin area in its main line: 1.000
low-spin line 1: 4.45 eV above main high line, share 0.657
low-spin line 2: 41.52 eV above main high line, share 0.146
low-spin line 3: 21.67 eV above main high line, share 0.120
3s2 3p4 3d6 weight in main high-spin state: 0.0000
3s2 3p4 3d6 weight in main low-spin state: 0.3378
splitting with 3s2 3p4 3d6 removed: 13.37 eV
Core-hole contraction, equivalent core Fe3+
K: 2.4879 eV; change from Mn2+: 12.1 %
6K: 14.93 eV
Charge-transfer model with the frozen-orbital K
gap 8.0 eV, core attraction 7.0 eV, hopping 3.0 eV
d6 + ligand hole weight before emission: 0.100
splitting of strongest lines: 12.47 eV; area ratio 1.66
area ratio summed over all lines: 1.4000
high-spin line at 0.00 eV, share 0.916
high-spin line at 6.36 eV, share 0.084
low-spin line at 12.47 eV, share 0.774
low-spin line at 18.35 eV, share 0.211
low-spin line at 4.20 eV, share 0.015
Other scales
kinetic energy 1400 eV; 6K is 0.95 % of it
kT at 300 K: 0.0259 eV; 6K/kT = 515
\end{verbatim}
